# The HSE Short-Range Interaction in a Mixed Product Basis

## The situation

Two electrons a distance $r$ apart interact through $e^2/r$, and in a solid an exchange calculation with this interaction has to deal with a divergence at long wavelength. The HSE functionals use exact exchange only for the short-range interaction

$$v^{\rm SR}(r)=\frac{e^2\,\mathrm{erfc}(\omega r)}{r},\qquad v^{\rm LR}(r)=\frac{e^2\,\mathrm{erf}(\omega r)}{r},\qquad v^{\rm SR}+v^{\rm LR}=\frac{e^2}{r}. \tag{1}$$

Suppose that an all-electron code with muffin-tin spheres already has the matrix of $e^2/r$. The question is how to obtain the matrix of $v^{\rm SR}$ from it, and what to do at $\mathbf k=0$, where bare and long-range parts both diverge. Gaussian units are used; $\hbar$ and $m$ do not enter.

## The kernel and its limit

For $v^{\rm SR}$ the Fourier integral converges absolutely. The angular integration gives

$$v^{\rm SR}(q)=\int e^{-i\mathbf q\cdot\mathbf r}v^{\rm SR}(r)\,d^3r=\frac{4\pi e^2}{q}\int_0^\infty \sin(qr)\,\mathrm{erfc}(\omega r)\,dr .$$

Integrate by parts, using $\frac{d}{dr}\mathrm{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}$:

$$\int_0^\infty\!\sin(qr)\,\mathrm{erfc}(\omega r)\,dr=\frac1q-\frac{2\omega}{q\sqrt\pi}\int_0^\infty\!\cos(qr)\,e^{-\omega^2r^2}dr=\frac{1-e^{-q^2/4\omega^2}}{q},$$

because the last integral equals $\frac{\sqrt\pi}{2\omega}e^{-q^2/4\omega^2}$. Hence

$$v^{\rm SR}(q)=\frac{4\pi e^2}{q^2}\left(1-e^{-q^2/4\omega^2}\right). \tag{2}$$

The bare transform needs a convergence factor: $e^2e^{-\mu r}/r$ has the transform $4\pi e^2/(q^2+\mu^2)$, which tends to $4\pi e^2/q^2$ for $\mu\to0$ at $q\neq0$. Subtracting (2) leaves

$$v^{\rm LR}(q)=\frac{4\pi e^2}{q^2}e^{-q^2/4\omega^2}=\frac{4\pi e^2}{q^2}-\frac{\pi e^2}{\omega^2}+O(q^2). \tag{3}$$

The long-range part therefore diverges at $q=0$ as the bare interaction does. The finite limit belongs to the difference:

$$v^{\rm SR}(q)=\frac{\pi e^2}{\omega^2}-\frac{\pi e^2q^2}{8\omega^4}+O(q^4). \tag{4}$$

At fixed $q\ne0$, $\omega\to0$ restores the bare interaction and $\omega\to\infty$ removes the short-range one. The approach to the bare interaction is not uniform in $q$: for every $\omega>0$ the kernel stays near $\pi e^2/\omega^2$ for $q\ll\omega$, and this value grows without bound as $\omega\to0$.

## The basis and its Fourier transforms

Take $N$ cells of volume $V$ with periodic boundary conditions, and non-overlapping spheres of radius $S_a$ at $\mathbf R_a$. The mixed product basis has two kinds of function:

$$\chi_I^{\mathbf k}(\mathbf r)=\frac1{\sqrt N}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\chi_I(\mathbf r-\mathbf T),\qquad \chi_{\mathbf G'}^{\mathbf k}(\mathbf r)=\frac{e^{i(\mathbf k+\mathbf G')\cdot\mathbf r}}{\sqrt{NV}}\,\Theta(\mathbf r). \tag{5}$$

Here $\chi_I=f(r)Y_{lm}$ inside one sphere, with $r$ measured from its centre, and zero outside; $\Theta$ is one in the interstitial region and zero in the spheres. With $\chi_I$ normalized in its sphere, the first kind is normalized over the crystal; the second is not, since its squared norm is the interstitial fraction of the volume. Write either kind as

$$\chi_I^{\mathbf k}(\mathbf r)=\frac{1}{V\sqrt N}\sum_{\mathbf G}\chi_I(\mathbf k+\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}. \tag{6}$$

For a sphere function, projection on a plane wave shows that $\chi_I(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\chi_I(\mathbf r)\,d^3r$: the $N$ cells contribute equally, since $e^{i\mathbf k\cdot\mathbf T}e^{-i(\mathbf k+\mathbf G)\cdot\mathbf T}=1$. The expansion $e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(qr)Y_{lm}(\hat{\mathbf q})Y^*_{lm}(\hat{\mathbf r})$ then gives

$$\chi_I(\mathbf q)=4\pi(-i)^l e^{-i\mathbf q\cdot\mathbf R_a}\,Y_{lm}(\hat{\mathbf q})\int_0^{S_a}r^2f(r)\,j_l(qr)\,dr . \tag{7}$$

For the interstitial plane wave, the same projection gives

$$\chi_{\mathbf G'}(\mathbf k+\mathbf G)=\frac1{\sqrt V}\int_{\rm cell}e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}\Theta\,d^3r=\sqrt V\,\delta_{\mathbf G\mathbf G'}-\frac{\theta(\mathbf G-\mathbf G')}{\sqrt V}, \tag{8}$$

$$\theta(\mathbf G)=\sum_a e^{-i\mathbf G\cdot\mathbf R_a}\,\frac{4\pi S_a^2\,j_1(GS_a)}{G},\qquad \theta(0)=\sum_a\frac{4\pi S_a^3}{3},$$

where $\int_0^S r^2j_0(Gr)\,dr=S^2j_1(GS)/G$ was used.

## The matrix for nonzero k

Convolution with an interaction $v$ multiplies $e^{i\mathbf q\cdot\mathbf r}$ by $v(q)$. Insert (6) for both functions into $v_{IJ}(\mathbf k)=\iint\chi_I^{\mathbf k*}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\chi_J^{\mathbf k}(\mathbf r')$. Orthogonality of the plane waves over the crystal volume supplies a factor $NV$, the prefactors supply $1/(V^2N)$, and

$$v_{IJ}(\mathbf k)=\frac1V\sum_{\mathbf G}\chi_I^*(\mathbf k+\mathbf G)\,v(|\mathbf k+\mathbf G|)\,\chi_J(\mathbf k+\mathbf G). \tag{9}$$

Equation (9) is linear in $v$, so (3) yields the working formula for $\mathbf k\neq0$:

$$\boxed{\,v^{\rm SR}_{IJ}(\mathbf k)=v_{IJ}(\mathbf k)-\frac1V\sum_{\mathbf G}\chi_I^*(\mathbf k+\mathbf G)\,\frac{4\pi e^2e^{-|\mathbf k+\mathbf G|^2/4\omega^2}}{|\mathbf k+\mathbf G|^2}\,\chi_J(\mathbf k+\mathbf G)\,} \tag{10}$$

With $\chi_I$ normalized and the prefactors of (5), the elements have the unit energy times volume, as does $\pi e^2/\omega^2$.

### Why subtract

The bare matrix between sphere functions need not be summed over $\mathbf G$. On one site it is a radial integral,

$$\frac{4\pi e^2}{2l+1}\int_0^S\!\!\int_0^S r^2r'^2f_I(r)f_J(r')\frac{r_<^{\,l}}{r_>^{\,l+1}}\,dr\,dr',$$

for equal $lm$. Between different sites, $1/r$ is harmonic, so each function acts through its multipole moment alone. With $Q=\int\chi\,d^3r$, two $l=0$ functions on the same sublattice give $e^2Q_IQ_J\sum_{\mathbf T\ne0}e^{i\mathbf k\cdot\mathbf T}/T$, which an Ewald sum evaluates; higher $l$ brings derivatives of $1/r$. This step requires spheres that do not overlap.

The short-range interaction lacks this property, because for $r>0$

$$\nabla^2\frac{\mathrm{erfc}(\omega r)}{r}=\frac1r\frac{d^2}{dr^2}\mathrm{erfc}(\omega r)=\frac{4\omega^3}{\sqrt\pi}e^{-\omega^2r^2}\neq0 .$$

Its off-site elements depend on the full radial shapes. In (10) these shapes enter through $\chi_I(\mathbf q)$, and the Gaussian confines the sum to small $q$. A relative Gaussian weight $\epsilon$ is reached at $q_{\max}=2\omega\sqrt{\ln(1/\epsilon)}$, and the sphere $q<q_{\max}$ holds about $Vq_{\max}^3/6\pi^2$ vectors. The number grows as $V\omega^3$, so the advantage fades for large $\omega$.

Summing $v^{\rm SR}(q)$ directly through (9) has no such cutoff. A function that jumps at the sphere boundary has $\chi(q)\sim q^{-2}$. Its diagonal summand falls as $q^{-4}q^{-2}$, and with the $q^2$ growth of the number of vectors in a shell, the tail beyond $q_c$ falls only as $q_c^{-3}$.

## The limit k → 0

Taking the difference first makes the limit simple. In (10) the $\mathbf G=0$ part of both matrices together is $\chi_I^*(\mathbf k)\,v^{\rm SR}(k)\,\chi_J(\mathbf k)/V$. The transforms are continuous at $\mathbf k=0$, so by (4)

$$v^{\rm SR}_{IJ}(0)=\frac1V\sum_{\mathbf G\ne0}\chi_I^*(\mathbf G)\left[v(G)-v^{\rm LR}(G)\right]\chi_J(\mathbf G)+\frac{\pi e^2}{\omega^2}\frac{\chi_I^*(0)\chi_J(0)}{V}. \tag{11}$$

The limit does not depend on the direction of $\mathbf k$.

Care is needed when the two matrices are stored separately. Take real functions centred at the origin. From $j_0(x)=1-x^2/6+\dots$, an $l=0$ function has

$$\chi(\mathbf k)=Q-\frac{k^2M}{6}+O(k^4),\qquad M=\int r^2\chi\,d^3r .$$

With (3), the $\mathbf G=0$ term of the long-range matrix becomes

$$\frac{e^2}{V}\left(\frac{4\pi}{k^2}-\frac{\pi}{\omega^2}\right)\left[QQ'-\frac{k^2}{6}(QM'+MQ')\right]
=\frac{e^2}{V}\left[\frac{4\pi QQ'}{k^2}-\frac{\pi QQ'}{\omega^2}-\frac{2\pi}{3}(QM'+MQ')\right]+O(k^2). \tag{12}$$

The second-moment term arises from $1/k^2$ times $k^2$. The bare matrix contains the same first and third terms, and they cancel in the difference.

For a function $f(r)\cos\theta$ with dipole $d=\int z\chi\,d^3r$, one has $\chi(\mathbf k)=-ik_zd+O(k^3)$. An $l=0$ function paired with it gives a term of order $1/k$. Two such functions give the finite term

$$\frac{4\pi e^2dd'}{V}\cos^2\theta_{\mathbf k},\qquad\text{with directional average}\quad\frac{4\pi e^2dd'}{3V}. \tag{13}$$

Both terms are common to the bare and long-range matrices and cancel as well.

Two conventions for the bare matrix at $\mathbf k=0$ are then possible:

- **Convention A.** The whole $\mathbf G=0$ term is omitted from both matrices. The difference must be completed by $\pi e^2QQ'/(V\omega^2)$.
- **Convention B.** The bare matrix holds the constant, direction-averaged term of its expansion in $k$. On-site integrals plus Ewald sums deliver it if the $\mathbf G=0$ term of each Ewald sum is replaced by its own constant, direction-averaged term. This matters for $l=1$ pairs: differentiating an Ewald potential whose $\mathbf G=0$ term is simply omitted gives an element lower by $4\pi e^2dd'/3V$, which is the value of convention A (in the worked case below, $9.106$ instead of $10.771$ for element 33). The long-range matrix must then hold its own constant term: the sum over $\mathbf G\neq0$, the last two terms of (12) for $l=0$ pairs, and the average in (13) for $l=1$ pairs.

Combining a bare matrix of type B with the completion of type A loses $\frac{2\pi e^2}{3V}(QM'+MQ')$ for $l=0$ pairs.

### The constant function

Since $\int v^{\rm SR}(\mathbf r-\mathbf r')\,d^3r'=v^{\rm SR}(q=0)=\pi e^2/\omega^2$, the interaction maps a constant onto $\pi e^2/\omega^2$ times itself. If the basis can represent the constant, this is an eigenvalue at $\mathbf k=0$. In a non-orthogonal basis, the eigenvalue problem includes the overlap matrix. The property checks the relative normalizations of the constant sphere functions and the interstitial waves at $\mathbf k=0$. Its sensitivity to the phases $e^{-i\mathbf q\cdot\mathbf R_a}$ in (7) and (8) is limited. Under convention A they enter the elements of the constant with sphere functions only through terms with $\mathbf G\neq0$, which carry the Gaussian weight ($2.9\times10^{-6}$ at the shortest $G$ in the worked case below). In these elements a sign that differs between (7) and (8) shows clearly only when the test is run with a larger $\omega$. A sign reversed in both does not show in them at any $\omega$, because the constant then still has no components with $\mathbf G\neq0$. The elements with interstitial waves of $\mathbf G'\neq0$ behave differently: the last term of (11) contains $\theta(-\mathbf G')$ without Gaussian weight, so a wrong phase in (8) shows there also at small $\omega$, provided the overlap matrix used for the comparison carries the right phase. Under convention A, or for a single sphere at the origin, it does not check the factors $(-i)^l$: the constant has no components with $\mathbf G\neq0$, so its elements with $l>0$ functions vanish whatever these factors are. Under convention B with spheres away from the origin, the long-range constants of $l=1$ functions contain the factor $-i$, and a wrong sign there does show.

## A worked case

The model is a simple cubic lattice with $a=8$ bohr, $V=512$ bohr³, and one sphere of radius $S=3$ bohr per cell. The screening is that of HSE06, $\omega=0.11$ bohr⁻¹. Three normalized sphere functions are used: (1) a constant; (2) $f\propto(1-r^2/S^2)^2$ with $l=0$; (3) a $p_z$ function with $f\propto r$. Matrix elements are in hartree bohr³, with $e^2=1$ hartree bohr. The limit of the kernel is

$$\frac{\pi e^2}{\omega^2}=\frac{3.1416}{0.0121}=259.6\ \text{hartree bohr}^3\quad(1047\ \text{eV Å}^3).$$

**Element 11 at k = 0.** With $Q_1=10.635$ bohr$^{3/2}$ and $M_1=57.43$ bohr$^{7/2}$, the two constants in (12) are

$$\frac{259.6\times10.635^2}{512}=57.35,\qquad \frac{4\pi}{3\times512}\times10.635\times57.43=4.996 .$$

The shortest nonzero $G$ is $0.785$ bohr⁻¹, where the Gaussian is $2.9\times10^{-6}$, so the terms with $\mathbf G\neq0$ add only about $2\times10^{-5}$. The long-range constant is $-57.35-4.996=-62.35$. Convention B gives a bare constant of $5.128$, hence

$$v^{\rm SR}_{11}(0)=5.128+62.35=67.48 .$$

The negative long-range constant is no sign of a negative interaction: it is what remains after the positive $1/k^2$ term has been removed. Mixing the conventions gives $62.48$, which is 7.4% below the correct value. Leaving out both long-range constants while keeping the bare constant of convention B gives $5.13$. The $\mathbf G=0$ part of the short-range element itself is the $57.35$ in (11), so here it supplies 85% of the element.

**The p function.** As $\mathbf k\to0$, the bare element 33 tends to $9.106$ along $x$ and $14.102$ along $z$. The difference agrees with (13): with $d_3=14.268$ bohr$^{5/2}$, $4\pi d_3^2/V=4.996$. The short-range element is $9.106$ from both directions. It equals the bare value along $x$ to this accuracy because $k_z=0$ removes the $\mathbf G=0$ long-range term there, and the remaining terms are suppressed by the Gaussian.

The number $4.996$ has now appeared twice, for a reason specific to these functions. With sphere volume $\Omega$, a normalized constant has $Q_1M_1=3\Omega S^2/5$, and a normalized function proportional to $z$ has $d_3^2=\Omega S^2/5$. Thus $Q_1M_1/3=d_3^2$.

**The constant function.** At $\mathbf k=0$, $V^{-1/2}$ is the interstitial wave with $\mathbf G'=0$ plus $\sqrt{\Omega/V}$ times function 1, where $\sqrt\Omega=Q_1$. Its element with function 2 is built from $60.746$ for the interstitial wave and $v_{12}^{\rm SR}=49.018$:

$$60.746+\frac{10.635}{\sqrt{512}}\times49.018=83.78,\qquad \frac{\pi e^2}{\omega^2}\frac{Q_2}{\sqrt V}=259.6\times\frac{7.302}{\sqrt{512}}=83.78 .$$

**A general k.** At $\mathbf k=(0.1,0.2,0.3)\,2\pi/a$ one has $k^2=0.14\times0.7854^2=0.0864$ bohr⁻² and $k^2/4\omega^2=1.78$. The kernel (2) is then $145.5\times(1-0.168)=121$ hartree bohr³, less than half its limit at $k=0$. Element 11 is $40.618-4.617=36.001$, against $67.48$ at $\mathbf k=0$. The short-range interaction is finite at $\mathbf k=0$ but varies on the scale $k\sim2\omega=0.22$ bohr⁻¹, which a mesh of $\mathbf k$ points has to resolve.

**Comparison with real space.** The same elements were computed by integrating $e^2\mathrm{erfc}(\omega r)/r$ over pairs of spheres and summing over lattice vectors, without Fourier transforms or multipoles. Over all pairs of the three sphere functions, at both $\mathbf k$, the largest deviation from (10) and its limit is $1.2\times10^{-7}$ hartree bohr³. It is equally small at $\omega=0.4$ bohr⁻¹, where the Gaussian at the shortest $G$ is $0.38$ and terms with $\mathbf G\neq0$ do matter. For function 2 with the interstitial wave, the short-range kernel was summed directly through (9); at $\omega=0.11$ bohr⁻¹ the deviation from real space is about $10^{-6}$ hartree bohr³.

**Convergence.** For element 11 at the general $\mathbf k$, 27 vectors suffice for the long-range sum: enlarging the set changes nothing in double precision. The nearest omitted term has $|\mathbf k+\mathbf G|^2/4\omega^2\approx37$, hence a weight near $10^{-16}$. The direct sum of the short-range kernel is still wrong by $0.37$ with 27 vectors, $0.019$ with 729 and $0.0027$ with 4913, in hartree bohr³ relative to the converged result. Between the last two, the number of vectors, which grows as $q_c^3$, rises by a factor of 6.7 and the error falls by a factor of 6.9, consistent with $q_c^{-3}$.

## Order of operations in an implementation

1. Tabulate (7) and (8) for $|\mathbf k+\mathbf G|<q_{\max}$, keeping the phases $(-i)^l$ and $e^{-i\mathbf q\cdot\mathbf R_a}$ in the convention of the bare matrix.
2. For $\mathbf k\ne0$, subtract the long-range sum in (10), including its $\mathbf G=0$ term.
3. For $\mathbf k=0$, establish which convention the stored bare matrix follows, and add the matching constants. Under convention B, pairs such as $l=0$ with $l=2$ also have finite terms of order $k^2/k^2$, but these vanish in the directional average and need no constant. The constants in (12) and (13) hold for functions centred at the origin and for two functions in the same sphere, where the phases cancel; for functions in different spheres, or a sphere away from the origin paired with an interstitial wave, the phases $e^{-i\mathbf k\cdot\mathbf R_a}$ in (7) must be expanded as well. An interstitial wave enters (12) with $Q$ given by (8) at $\mathbf G=0$ and with $M=0$, because (8) does not depend on $\mathbf k$.
4. Apply the resulting matrix to the constant function and compare with $\pi e^2/\omega^2$. This test detects a lost second-moment term as well as a wrong head.

The remaining computed elements are listed in the numerical output.

## Numbers as computed

```
lattice constant a = 8.0 bohr, sphere radius S = 3.0 bohr
cell volume V = 512.0 bohr^3
screening w = 0.11 1/bohr (HSE06), second test value 0.4 1/bohr
general k = [0.1 0.2 0.3] in units of 2 pi/a
shortest G = 0.78540 1/bohr
w=0.11: Gaussian factor at shortest G = 2.9173e-06
w=0.11: limit pi e^2/w^2 = 259.6358 hartree bohr^3
w=0.4: Gaussian factor at shortest G = 3.8143e-01
w=0.4: limit pi e^2/w^2 = 19.6350 hartree bohr^3
HSE06 limit converted = 1046.93 eV Angstrom^3
charges Q1, Q2 = 10.63472, 7.30187 bohr^(3/2)
second moments M1, M2 = 57.4275, 21.9056 bohr^(7/2)
dipole d3 = 14.26798 bohr^(5/2)
Matrix elements for w = 0.11 1/bohr, in hartree bohr^3:
k=0: constant, direction-averaged terms of the small-k expansion
k=0 11: bare 5.12759 LR -62.34825 SR 67.47583 real-space 67.47583
k=0 12: bare 6.97190 LR -42.04635 SR 49.01824 real-space 49.01824
k=0 22: bare 10.08968 LR -28.34585 SR 38.43553 real-space 38.43553
k=0 33: bare 10.77117 LR 1.66551 SR 9.10567 real-space 9.10567
general k 11: bare 40.61801 LR 4.61695 SR 36.00106 real-space 36.00105
general k 12: bare 31.33985 LR 3.28419 SR 28.05566 real-space 28.05566
general k 22: bare 26.82088 LR 2.33619 SR 24.48469 real-space 24.48469
general k 33: bare 12.50269 LR 0.48537 SR 12.01732 real-space 12.01732
general k 13 (imaginary part): bare -6.06580 LR -1.48790 SR -4.57790 real-space -4.57790
w=0.11, Gamma: largest |formula - real space| = 1.2e-07 hartree bohr^3
w=0.11, k: largest |formula - real space| = 6.1e-08 hartree bohr^3
w=0.4, Gamma: largest |formula - real space| = 1.1e-07 hartree bohr^3
w=0.4, k: largest |formula - real space| = 6.1e-08 hartree bohr^3
SR of function 2 with interstitial wave, Gamma: 60.7463 hartree bohr^3, deviation 1.3e-06
SR of function 2 with interstitial wave, k: 24.3562 hartree bohr^3, deviation 1.1e-06
33 bare, k->0 along x: 9.10568, along z: 14.10217 hartree bohr^3
33 SR,   k->0 along x: 9.10567, along z: 9.10567 hartree bohr^3
11 at k=0, restored head term = 57.35178 hartree bohr^3
11 at k=0, second-moment term = 4.99649 hartree bohr^3
11 at k=0, G=0 part ignored: 5.12756 hartree bohr^3
11 at k=0, conventions mixed: 62.47934 hartree bohr^3
11 at k=0, correct: 67.47583 hartree bohr^3
22 bare at k=0 with whole G=0 term omitted: 11.39829 hartree bohr^3
11 at general k, subtraction with 27 G: truncation error 0.0e+00 hartree bohr^3
11 at general k, direct SR sum with 27 G: error 3.67e-01 hartree bohr^3
11 at general k, direct SR sum with 729 G: error 1.87e-02 hartree bohr^3
11 at general k, direct SR sum with 4913 G: error 2.71e-03 hartree bohr^3
```
